# Thermal polarisation of electron spins at a silicon–oxide interface: a program that tests the result

```python
# Result under test: localised spins 1/2 resonant at frequency nu and in
# equilibrium at temperature T have polarisation P = tanh(h nu / (2 k T)),
# which is about 5.4 percent for nu = 9.5 GHz and T = 4.2 K.
# P = (N_lower - N_upper)/(N_lower + N_upper); x = h nu/(k T).
# Hamiltonians are in GHz (energy divided by h). B is the static field,
# B1 the rotating microwave amplitude, T1 and T2 the relaxation times.
import numpy as np
from scipy import constants as c
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import expit

nu = 9.5                                  # GHz
T = 4.2                                   # K
mu_B = c.physical_constants["Bohr magneton"][0]
mu_B_GHz = mu_B / c.h / 1e9               # GHz per tesla
kT_GHz = c.k * T / c.h / 1e9
x = nu / kT_GHz


def polarisation(freq_GHz, temperature):
    return np.tanh(c.h * freq_GHz * 1e9 / (2 * c.k * temperature))


P = polarisation(nu, T)
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)
one = np.eye(2)


def thermal_state(H):
    rho = expm(-H / kT_GHz)
    return rho / np.trace(rho)


# Density matrix with an axial g tensor, field at several angles
g_par, g_perp = 2.0015, 2.0085


def zeeman(B, angle):
    return 0.5 * mu_B_GHz * B * (g_perp * np.sin(angle) * sx
                                 + g_par * np.cos(angle) * sz)


def splitting(B, angle):
    return np.ptp(np.linalg.eigvalsh(zeeman(B, angle)))


fields = []
P_matrix = []
for angle in np.radians([0, 40, 90]):
    B = brentq(lambda b: splitting(b, angle) - nu, 0.1, 1.0, xtol=1e-14)
    rho = thermal_state(zeeman(B, angle))
    vector = [np.trace(rho @ s).real for s in (sx, sy, sz)]
    fields.append(B)
    P_matrix.append(np.linalg.norm(vector))
    assert abs(P_matrix[-1] - P) < 1e-10
    # the spin vector is antiparallel to the effective field g.B
    direction = np.array([g_perp * np.sin(angle), 0, g_par * np.cos(angle)])
    direction /= np.linalg.norm(direction)
    assert np.allclose(vector, -P * direction, atol=1e-10)
assert fields[0] - fields[2] > 1e-4       # g changes the field, not P
assert abs(100 * P_matrix[0] - 5.4) < 0.05

# Small-x estimate and its leading error
linear_excess = (x / 2) / P_matrix[0] - 1
assert abs(linear_excess - x**2 / 12) < 1e-6

# Fixed field: g anisotropy changes the splitting and hence P
rho = thermal_state(zeeman(fields[0], np.pi / 2))
g_change = np.linalg.norm([np.trace(rho @ s).real
                           for s in (sx, sy, sz)]) / P - 1
assert abs(g_change - (g_perp / g_par - 1)) < 1e-4

# Central 29Si nucleus (spin 1/2), nuclear Zeeman energy left out
A = 0.420                                 # GHz
H_hf = nu / 2 * np.kron(sz, one) + A / 4 * sum(
    np.kron(s, s) for s in (sx, sy, sz))
levels = np.linalg.eigvalsh(H_hf)
weights = np.exp(-levels / kT_GHz)
P_high = (weights[0] - weights[3]) / (weights[0] + weights[3])
P_low = (weights[1] - weights[2]) / (weights[1] + weights[2])
assert abs(P_high / polarisation(nu + A / 2, T) - 1) < 1e-3
assert abs(P_low / polarisation(nu - A / 2, T) - 1) < 1e-3
P_hf = -np.trace(thermal_state(H_hf) @ np.kron(sz, one)).real
hf_change = P_hf / P - 1
assert abs(hf_change) < 1e-3

# Dipolar pair in the interface plane, static field normal to the plane
density_cm2 = 1e12
spacing = (density_cm2 * 1e4) ** -0.5     # m
dipolar = c.mu_0 * (2 * mu_B)**2 / (4 * np.pi * spacing**3 * c.h) / 1e9
H_pair = nu / 2 * (np.kron(sz, one) + np.kron(one, sz)) + dipolar / 4 * (
    np.kron(sy, sy) + np.kron(sz, sz) - 2 * np.kron(sx, sx))
P_pair = -np.trace(thermal_state(H_pair) @ np.kron(sz, one)).real
dipolar_change = P_pair / P - 1
assert abs(dipolar_change) < dipolar / kT_GHz

# Saturation: steady state of the resonant Bloch equations
T1, T2 = 1e-3, 1e-6                       # s
gamma = 2 * mu_B / c.hbar                 # rad/(s T), g = 2
drives = [10e-9, 100e-9]                  # T
saturation, P_driven = [], []
for B1 in drives:
    w1 = gamma * B1
    bloch = np.array([[-1 / T2, 0, 0], [0, -1 / T2, w1], [0, -w1, -1 / T1]])
    steady = np.linalg.solve(bloch, [0, 0, -P / T1])
    s = w1**2 * T1 * T2
    assert abs(steady[2] - P / (1 + s)) < 1e-10
    saturation.append(s)
    P_driven.append(steady[2])


# Two-dimensional electron gas: integrate Fermi functions, energies in kT
def gas_polarisation(ef):
    def filling(eta):
        top = max(eta, 0) + 45
        return quad(lambda e: expit(eta - e), 0, top,
                    epsabs=1e-12, epsrel=1e-11, limit=300)[0]
    eta = brentq(lambda m: filling(m + x / 2) + filling(m - x / 2) - 2 * ef,
                 -20, ef + 5, xtol=1e-12)
    low, up = filling(eta + x / 2), filling(eta - x / 2)
    return (low - up) / (low + up)


mass = 0.19 * c.m_e
valleys = 2
E_F = np.pi * c.hbar**2 * density_cm2 * 1e4 / (valleys * mass)
ef = E_F / (c.k * T)
P_gas = gas_polarisation(ef)
for r in (ef, 1.0, 0.1):
    formula = x / (2 * r) * (1 - np.exp(-r))
    assert abs(gas_polarisation(r) / formula - 1) < 2e-3   # order x^2
assert abs(gas_polarisation(1e-3) / P - 1) < 2e-3          # dilute limit
assert P_gas < 0.1 * P

P_room = polarisation(nu, 300.0)
warm_change = polarisation(nu, T + 0.1) / P - 1
area = 0.1                                # cm^2
spins = density_cm2 * area

print(f"Microwave frequency: {nu:.1f} GHz")
print(f"Temperature: {T:.1f} K")
print(f"Planck constant h: {c.h:.6e} J s")
print(f"Boltzmann constant k: {c.k:.6e} J/K")
print(f"Photon energy h nu: {c.h*nu*1e9/c.e*1e6:.3f} micro-eV")
print(f"Thermal energy kT: {c.k*T/c.e*1e6:.2f} micro-eV")
print(f"x = h nu/kT: {x:.5f}")
print(f"Boltzmann ratio N_upper/N_lower: {np.exp(-x):.5f}")
print(f"Polarisation tanh(x/2): {P:.5f} = {100*P:.2f} percent")
print(f"Polarisation from density matrix: {P_matrix[1]:.5f}")
print(f"Lower-level fraction: {(1+P)/2:.5f}")
print(f"Upper-level fraction: {(1-P)/2:.5f}")
print(f"Linear estimate x/2: {x/2:.5f}")
print(f"Relative excess of linear estimate: {100*linear_excess:.3f} percent")
print(f"Polarisation at 300 K: {100*P_room:.4f} percent")
print(f"Gain in polarisation, 4.2 K over 300 K: {P/P_room:.1f}")
print(f"g along bond, g across bond: {g_par:.4f}, {g_perp:.4f}")
print(f"Resonance field along bond: {1e3*fields[0]:.2f} mT")
print(f"Resonance field across bond: {1e3*fields[2]:.2f} mT")
print(f"Centre density: {density_cm2:.1e} cm^-2")
print(f"Sample area: {area:.1f} cm^2")
print(f"Number of spins: {spins:.2e}")
print(f"Excess spins in lower level: {spins*P:.2e}")
print(f"Change of P, sample 0.1 K warmer: {100*warm_change:.2f} percent of P")
print(f"Change of P, g anisotropy at fixed field: {100*g_change:.2f} "
      "percent of P")
print(f"29Si hyperfine splitting: {1e3*A:.0f} MHz")
print(f"P of upper hyperfine transition: {100*P_high:.2f} percent")
print(f"P of lower hyperfine transition: {100*P_low:.2f} percent")
print(f"Change of total P, hyperfine: {100*hf_change:.4f} percent of P")
print(f"Typical centre spacing: {spacing*1e9:.1f} nm")
print(f"Dipolar coupling at that spacing: {dipolar*1e6:.1f} kHz")
print(f"Change of P, dipolar pair: {100*dipolar_change:.1e} percent of P")
print(f"Model T1: {T1*1e3:.1f} ms; model T2: {T2*1e6:.1f} microseconds")
for B1, s, p in zip(drives, saturation, P_driven):
    print(f"Drive B1 = {B1*1e9:.0f} nT: s = {s:.4f}, P = {100*p:.2f} percent")
print(f"Inversion-layer mass: {mass/c.m_e:.2f} m_e; valleys: {valleys}")
print(f"Inversion-layer density: {density_cm2:.1e} cm^-2")
print(f"Inversion-layer Fermi energy: {E_F/c.e*1e3:.2f} meV")
print(f"Inversion-layer E_F/kT: {ef:.2f}")
print(f"Inversion-layer polarisation: {100*P_gas:.3f} percent")
print("PASS")
```

Printed output:

```
Microwave frequency: 9.5 GHz
Temperature: 4.2 K
Planck constant h: 6.626070e-34 J s
Boltzmann constant k: 1.380649e-23 J/K
Photon energy h nu: 39.289 micro-eV
Thermal energy kT: 361.93 micro-eV
x = h nu/kT: 0.10855
Boltzmann ratio N_upper/N_lower: 0.89713
Polarisation tanh(x/2): 0.05422 = 5.42 percent
Polarisation from density matrix: 0.05422
Lower-level fraction: 0.52711
Upper-level fraction: 0.47289
Linear estimate x/2: 0.05428
Relative excess of linear estimate: 0.098 percent
Polarisation at 300 K: 0.0760 percent
Gain in polarisation, 4.2 K over 300 K: 71.4
g along bond, g across bond: 2.0015, 2.0085
Resonance field along bond: 339.12 mT
Resonance field across bond: 337.94 mT
Centre density: 1.0e+12 cm^-2
Sample area: 0.1 cm^2
Number of spins: 1.00e+11
Excess spins in lower level: 5.42e+09
Change of P, sample 0.1 K warmer: -2.32 percent of P
Change of P, g anisotropy at fixed field: 0.35 percent of P
29Si hyperfine splitting: 420 MHz
P of upper hyperfine transition: 5.54 percent
P of lower hyperfine transition: 5.31 percent
Change of total P, hyperfine: -0.0001 percent of P
Typical centre spacing: 10.0 nm
Dipolar coupling at that spacing: 51.9 kHz
Change of P, dipolar pair: -1.5e-05 percent of P
Model T1: 1.0 ms; model T2: 1.0 microseconds
Drive B1 = 10 nT: s = 0.0031, P = 5.41 percent
Drive B1 = 100 nT: s = 0.3093, P = 4.14 percent
Inversion-layer mass: 0.19 m_e; valleys: 2
Inversion-layer density: 1.0e+12 cm^-2
Inversion-layer Fermi energy: 6.30 meV
Inversion-layer E_F/kT: 17.41
Inversion-layer polarisation: 0.312 percent
PASS
```
